# Inverse-Square Attraction Between Thick Layers from Pairwise Inverse-Sixth-Power Forces

Dimensions fix most of the answer. Let two atoms at distance $r$ attract with energy $u(r)=-C/r^6$, so that $C$ is an energy times a length to the sixth power, and let two layers of $\rho$ atoms per volume face each other across an empty gap $d$. A sum over pairs with one atom in each layer is linear in $C$ and quadratic in $\rho$. The product $C\rho^2$ is an energy, so an energy per area must have the form

$$W=-\frac{C\rho^2}{d^2}\,F\!\left(\frac{t}{d}\right),$$

where $t$ is the thickness of each layer. If $F$ tends to a finite, nonzero number as $t/d$ grows, thick layers obey an inverse-square law. Dimensions alone do not guarantee that limit, nor do they give its value; the integration does both.

The layers are flat, parallel, rigid and wide enough for edges to be ignored. Their atoms are smeared into a uniform density, the pair energies add, and the attraction acts without delay. The energy is zero at infinite separation. Energies within one layer do not depend on $d$ and are left out.

Take first one atom and a thin sheet of the opposite layer, at perpendicular distance $z$ and of thickness $dz$. A ring of radius $s$ in the sheet contains $\rho\,2\pi s\,ds\,dz$ atoms, all at distance $\sqrt{s^2+z^2}$. With $q=s^2+z^2$ and $dq=2s\,ds$,

$$\int_0^\infty\frac{2\pi s\,ds}{(s^2+z^2)^3}=\pi\int_{z^2}^\infty\frac{dq}{q^3}=\frac{\pi}{2z^4}.$$

Two powers of distance have been lost because the area that contributes appreciably grows as $z^2$. Adding the sheets of a half-space whose face lies at distance $h$ from the atom gives

$$w(h)=-\rho C\int_h^\infty\frac{\pi}{2z^4}\,dz=-\frac{\pi\rho C}{6h^3}.$$

Now add the atoms of the first layer. A column of unit area contains $\rho\,dh$ atoms between $h$ and $h+dh$, and $h$ starts at $d$. Hence

$$W=\rho\int_d^\infty w(h)\,dh=-\frac{\pi\rho^2C}{6}\int_d^\infty\frac{dh}{h^3}=-\frac{\pi\rho^2C}{12d^2}.$$

No factor of one half is needed: each pair has one member in each layer and has been counted once. In terms of the Hamaker constant $A$, the result is

$$\boxed{W=-\frac{A}{12\pi d^2},\qquad A=\pi^2C\rho^2.}$$

The force per area, positive for repulsion, is

$$P=-\frac{dW}{dd}=-\frac{A}{6\pi d^3}.$$

Its negative sign means that the layers are pulled together.

The meaning of "thick" follows from keeping the outer faces. An atom at distance $h$ from the near face of a layer of thickness $t$ has energy $-(\pi\rho C/6)[h^{-3}-(h+t)^{-3}]$, since the missing material starts at $h+t$. In the other layer $h$ runs from $d$ to $d+t$, and

$$\int_d^{d+t}\left[\frac1{h^3}-\frac1{(h+t)^3}\right]dh=\frac12\left[\frac1{d^2}-\frac2{(d+t)^2}+\frac1{(d+2t)^2}\right].$$

The middle term appears twice, once from each integral. Therefore

$$W=-\frac{A}{12\pi}\left[\frac1{d^2}-\frac2{(d+t)^2}+\frac1{(d+2t)^2}\right].$$

For $t\gg d$ the last two terms tend to $-2/t^2+1/(4t^2)=-7/(4t^2)$. Relative to the thick-layer energy, the leading loss is thus $7d^2/(4t^2)$, so the condition is that the layer be thick compared with the gap, whatever its thickness in nanometres.

In the opposite limit, $d\gg t$, the bracket is a second difference of the function $1/d^2$. It approaches $t^2$ times the second derivative, $6t^2/d^4$, and

$$W\to-\frac{At^2}{2\pi d^4}.$$

This is the energy of two sheets, each with $\rho t$ atoms per area. The inverse-square law has gone because the layers no longer offer new material at depths comparable with the gap. The local exponent

$$n=-\frac{d\ln|W|}{d\ln d}=\frac{d\,P}{W}$$

runs from 2 for thick layers to 4 for thin ones.

Reversing the order of integration shows which pair laws permit a thick-layer limit. For general $u(r)$, use $r^2=s^2+z^2$ at fixed $z$, so that $s\,ds=r\,dr$. The integration region is $d<h<z<r$. At fixed $r$, the integrals over $h$ and $z$ give $\int_d^r(z-d)\,dz=(r-d)^2/2$, and

$$W=\pi\rho^2\int_d^\infty r(r-d)^2u(r)\,dr.$$

For $u=-C/r^6$ the integral becomes

$$-C\int_d^\infty\frac{r^2-2dr+d^2}{r^5}\,dr=-\frac{C}{d^2}\left(\frac12-\frac23+\frac14\right)=-\frac{C}{12d^2},$$

as before. For an attraction $r^{-p}$ the integrand falls as $r^{3-p}$ at large distance, so the result is finite for $p>4$ and then varies as $d^{4-p}$. The sixth power meets this condition.

For a worked case take $C=2.5\times10^{-4}$ eV nm$^6$, $\rho=30$ nm$^{-3}$, $d=2$ nm and $t=20$ nm. These are round model values in the rough regime of layered tellurides such as antimony telluride. They give

$$A=\pi^2(2.5\times10^{-4})(30)^2\ \text{eV}=2.22\ \text{eV},$$

or 356 zJ. The thick-layer energy is

$$W=-\frac{2.221}{12\pi(2)^2}\ \text{eV/nm}^2=-0.0147\ \text{eV/nm}^2,$$

which is $-2.36$ mJ/m$^2$. The pressure is

$$P=-\frac{2.221}{6\pi(2)^3}\ \text{eV/nm}^3=-0.0147\ \text{eV/nm}^3,$$

or $-2.36$ MPa. The two numbers agree because $P=2W/d$ and the chosen gap is 2 nm.

The finite-layer formula gives $-0.0145162$ eV/nm$^2$, and direct quadrature over both depths and the in-plane distance gives the same digits. The finite thickness weakens the thick-layer energy by 1.4%. At the same gap, two layers only 2 nm thick already supply $1-2/4+1/9=61\%$ of that energy, and layers 10 nm thick supply 95%. The attraction is therefore governed mainly by material within a few gap widths of the faces. With $t$ held at 20 nm, the exponent $n$ is 2.03 at a gap of 2 nm, 2.58 at 20 nm and 3.66 at 200 nm. These exponents describe the geometry alone; delay, treated below, changes the decay at the larger gaps.

The smeared density fails at small gaps. Replace each layer by planes of spacing $a$, each with $\rho a$ atoms per area, and put its continuum face half a spacing outside the outermost plane. The two outermost planes are then $d+a$ apart, and $n$ pairs of planes have separation $d+na$, where $n$ is now a counting index. With the sheet result and $x=d/a$,

$$W_{\rm planes}=-\frac{\pi C\rho^2}{2a^2}\sum_{n=1}^{\infty}f(n),\qquad f(n)=\frac{n}{(n+x)^4}.$$

Since $f(0)=0$, the sum may equally start at $n=0$, and the Euler–Maclaurin formula turns it into $\int_0^\infty f\,dn+f(0)/2-f'(0)/12+\cdots$. Here $f'(0)=x^{-4}$, and the integral is $1/(2x^2)-1/(3x^2)=1/(6x^2)$. Thus

$$\frac{W_{\rm planes}}{W}=1-\frac{a^2}{2d^2}+\cdots .$$

For a simple cubic arrangement of the chosen density, $a=\rho^{-1/3}=0.322$ nm, and the leading correction at 2 nm is $-1.3\%$. An explicit sum over atoms in two aligned simple cubic layers, compared with the continuum formula for the same finite thickness, gives a ratio of 0.987. The ratio falls to 0.953 at 1 nm and 0.847 at 0.5 nm. At $d=0$ the sum for the aligned lattices remains finite, $-4.5$ eV/nm$^2$, while the continuum energy diverges. That finite value is not an adhesion energy: at such distances electron clouds overlap, the sixth-power law needs damping, and repulsion and bonding enter.

At large gaps the attraction is weakened by the travel time of the field. To size this, give each atom one oscillator of energy $E_0=10$ eV and polarizability volume $\alpha$. At imaginary frequency, expressed as an energy $E$, its response is $\alpha(E)=\alpha/(1+E^2/E_0^2)$. The Casimir–Polder pair energy, taken here as a known result of quantum electrodynamics, is

$$u(r)=-\frac1{\pi r^6}\int_0^\infty\!\alpha(E)^2e^{-2x}(3+6x+5x^2+2x^3+x^4)\,dE,$$

where now $x=Er/\hbar c$. At small $r$ the factor after $\alpha(E)^2$ becomes 3. Since $\int_0^\infty(1+E^2/E_0^2)^{-2}dE=\pi E_0/4$, this gives $C=\tfrac34\alpha^2E_0$, and the chosen $C$ requires $\alpha=0.00577$ nm$^3$.

The length that separates the regimes is $\lambda=\hbar c/E_0=19.7$ nm. Inserted in the single integral over $r$, the retarded law weakens the thick-layer pair sum by 3.8% at 2 nm and by 42% at 20 nm. The effect at 2 nm exceeds that for two atoms 2 nm apart. Expanding the factor in the pair law gives $3-x^2+\cdots$, hence a relative pair loss of $r^2/(3\lambda^2)$ for $r\ll\lambda$. For $d\ll r\ll\lambda$ the thick-layer weight falls as $r^{-3}$, so the loss contributes in proportion to $dr/r$. As $d/\lambda\to0$ the layer loss consequently has a leading term $4(d/\lambda)^2\ln(\lambda/d)$, with a further, negative term of order $(d/\lambda)^2$. At 2 nm the logarithm is only 2.3 and the two terms are comparable: the leading term alone would give 9.4% against the full 3.8%. It explains why the layers lose more than a single pair at the same distance, but it does not give the value. Far beyond $\lambda$, at zero temperature, the pair law falls as $r^{-7}$, and half-spaces attract as $d^{-3}$. At 300 K this decay does not persist to arbitrarily large gaps: thermal fluctuations restore the inverse-square law by about 10 µm, with a smaller coefficient.

At the 2 nm gap, the largest of the corrections sized here comes from pairwise addition itself. Atoms in a dense layer respond to one another's fields as well as to those of the opposite layer. Describe each half-space by a permittivity $\varepsilon$ and seek potentials varying as $e^{ikx}$ along the surface. In the gap the potential is $b_1e^{kz}+b_2e^{-kz}$; in each layer it decays away from the gap as $e^{-k\times\text{depth}}$. Continuity of potential and normal displacement at $z=0$ requires

$$\varepsilon(b_1+b_2)=b_1-b_2\quad\Longrightarrow\quad b_2=-\Delta b_1,\qquad \Delta=\frac{\varepsilon-1}{\varepsilon+1}.$$

At $z=d$, where the outer potential decays towards larger $z$, the same conditions give $b_1e^{kd}=-\Delta b_2e^{-kd}$. Eliminating the amplitudes yields

$$D(k)=1-\Delta^2e^{-2kd}=0.$$

The solutions are coupled surface modes. Their zero-point energy, less its value at infinite separation, is half the sum of the zeros of $D$ in energy minus half the sum of its poles. For undamped oscillators, the integral of $(1/2\pi i)\,E\,d\ln D/dE$, taken counterclockwise around the right half of the complex energy plane, gives the sum of the zeros minus the sum of the poles. The distant arc vanishes because $D-1$ falls as $E^{-4}$. On the imaginary axis $D$ is even, so integration by parts gives $(1/\pi)\int_0^\infty\ln D\,dE$, where $E$ again denotes the imaginary energy. Half of this is the energy sought, $(1/2\pi)\int_0^\infty\ln D\,dE$. Summing over surface wavevectors, with $k\,dk/2\pi$ per area,

$$W=\frac1{4\pi^2}\int_0^\infty dE\int_0^\infty k\,\ln(1-\Delta^2e^{-2kd})\,dk.$$

Expand the logarithm as $-\sum_m\Delta^{2m}e^{-2mkd}/m$. Since $\int_0^\infty ke^{-2mkd}dk=1/(4m^2d^2)$, the inner integral is $-\mathrm{Li}_3(\Delta^2)/(4d^2)$, where $\mathrm{Li}_3(v)=\sum_m v^m/m^3$. The inverse-square form survives, with a new coefficient:

$$W=-\frac{A_{\rm s}}{12\pi d^2},\qquad A_{\rm s}=\frac3{4\pi}\int_0^\infty\mathrm{Li}_3\!\left(\Delta(E)^2\right)dE.$$

At low density $\varepsilon-1\approx4\pi\rho\alpha(E)$, so $\Delta\approx2\pi\rho\alpha(E)$ and $\mathrm{Li}_3(\Delta^2)\approx\Delta^2$. The oscillator integral then gives $A_{\rm s}=\tfrac34\pi^2\rho^2\alpha^2E_0=\pi^2C\rho^2$. At one thousandth of the example's density the numerical ratio is 0.9995. Pairwise addition is thus the dilute limit of the collective result.

At full density, use the local-field relation for isotropic point dipoles, $\varepsilon=(1+2y)/(1-y)$ with $y=4\pi\rho\alpha(E)/3$. It gives a static electronic permittivity of 8.9 and $A_{\rm s}=1.48$ eV, 33% below the pair sum. The thick-layer energy changes from $-2.36$ to $-1.57$ mJ/m$^2$. For these inputs, the exponent at gaps near 2 nm is more secure than the prefactor.

Three variations of this screened model size further effects, each with the other inputs held fixed. At 300 K the energy integral becomes a sum over discrete thermal frequencies. The printed change of $-0.00023\%$ is no evidence of a physical shift: it has the size of the high-energy tail omitted from the finite sum. Adding $10^{20}$ carriers per cm$^3$ with 0.2 electron masses, as a local undamped plasma, raises the coefficient at 300 K by 3.2%. The plasma energy without background screening is 0.83 eV. A local response neglects the finite static screening length of the carriers, about 1 nm here. Since this is not small compared with the 2 nm gap, the 3.2% belongs to the local model and is not a reliable value for real carriers at that gap.

Let a layer have its symmetry axis normal to the face, with permittivity $\varepsilon_{\rm in}$ in the plane and $\varepsilon_{\rm out}$ along the normal. The potential inside it then decays at the rate $k\sqrt{\varepsilon_{\rm in}/\varepsilon_{\rm out}}$. Multiplication by $\varepsilon_{\rm out}$ shows that $\varepsilon$ in $\Delta$ is replaced by $\sqrt{\varepsilon_{\rm in}\varepsilon_{\rm out}}$. I use the same imaginary-energy integral as an estimate, although the square root also introduces a continuous band of bulk modes that the discrete-mode argument above did not treat. With static values 10.5 in the plane and 5.8 normal to it, chosen to keep the directional average of $\varepsilon$ fixed, the coefficient falls by 11%.

Set beside antimony telluride, the atomic density is of the right rough size, but the model permittivity of about 9 is well below the several tens typical of its electronic response. One 10 eV oscillator cannot represent its lower-energy interband transitions, so neither value of $A$ is a prediction for that material. A quantitative calculation needs the measured or computed response over a broad energy range, including its anisotropy. The 2 nm empty gap describes separated films. It does not describe the van der Waals gaps inside the crystal, which are roughly 0.3 nm wide, or a device interface filled by an oxide or another solid. Within the isotropic model, the failure of pairwise addition alone lowers the strength of the attraction by a third; the size of that effect in a real telluride has not been calculated here.

## Calculated quantities

```
Pair coefficient C: 0.00025 eV nm^6
Atomic density rho: 30 nm^-3
Gap d: 2 nm
Layer thickness t: 20 nm
Hamaker constant A, pair sum: 2.221 eV
Hamaker constant A, pair sum: 355.8 zJ
Atom to half-space energy at 2 nm: -0.0004909 eV
W, thick-layer law: -0.01473 eV/nm^2
W, thick-layer law: -2.359 mJ/m^2
W, 20 nm layers, formula: -0.0145162 eV/nm^2
W, 20 nm layers, direct integral: -0.0145162 eV/nm^2
Pressure, thick-layer law: -0.01473 eV/nm^3
Pressure, thick-layer law: -2.359 MPa
Pressure, 20 nm layers: -2.356 MPa
Finite-thickness change in W: -1.43 %
Share of thick-layer W for t = 2 nm: 61.11 %
Share of thick-layer W for t = 10 nm: 95.27 %
Local decay exponent at d = 2 nm: 2.026
Local decay exponent at d = 20 nm: 2.576
Local decay exponent at d = 200 nm: 3.662
Simple cubic plane spacing a: 0.3218 nm
Leading atomic-plane correction: -1.29 %
Lattice / continuum energy at d = 2 nm: 0.9872
Lattice / continuum energy at d = 1 nm: 0.9526
Lattice / continuum energy at d = 0.5 nm: 0.8469
Undamped lattice energy at d = 0: -4.474 eV/nm^2
Oscillator energy E0: 10 eV
Polarizability volume alpha: 0.005774 nm^3
Retardation length hbar c/E0: 19.73 nm
Retardation change in pair-sum W at 2 nm: -3.76 %
Retardation change in pair-sum W at 20 nm: -41.7 %
Static electronic permittivity: 8.93
A with collective screening: 1.479 eV
Screening change in A: -33.4 %
Thick-layer W with screening: -1.572 mJ/m^2
Low-density screened A / pair-sum A: 0.99946
Temperature: 300 K
Thermal change in screened A: -0.00023 %
Carrier density: 1e+20 cm^-3
Carrier mass / electron mass: 0.2
Carrier plasma energy, unscreened: 0.8303 eV
Carrier change in A at 300 K: 3.2 %
In-plane permittivity, uniaxial case: 10.52
Normal permittivity, uniaxial case: 5.758
Anisotropy change in screened A: -11.4 %
```
